# Energy relaxation time from the warm-electron mobility coefficient

**Data for all parts.** In a lightly doped wide-gap semiconductor the electron mobility at weak field $E$ is

$$\mu(E)=\mu_0\,(1+\beta E^2+\dots),\qquad \beta=-1\times10^{-8}\ \mathrm{cm^2/V^2},$$

with $\mu_0=1000\ \mathrm{cm^2/Vs}$ at lattice temperature $T_L=300$ K, where $kT_L/e=25.852$ mV. The charge $e$ is positive, and $E$, $v=\mu E$ and the force $eE$ are magnitudes. Except where a part says otherwise, the band is parabolic and nondegenerate, the lattice stays at $T_L$, and the electrons have a Maxwellian distribution at temperature $T_e$.

## Part (a)

**Question.** Each electron loses energy to the lattice at the rate $\tfrac32k(T_e-T_L)/\tau$, and $\mu=\mu_0T_L/T_e$. Derive $\tau$ in terms of $\beta$ and evaluate it.

**Answer.** The field does work on an electron at the mean rate force times drift speed, $eE\cdot\mu E$. In the steady state this equals the loss:

$$e\mu E^2=\frac{3k(T_e-T_L)}{2\tau}.$$

Let $r=T_e/T_L$, so that $\mu=\mu_0/r$. Multiplying by $2\tau/(3kT_L)$ gives

$$r-1=\frac{bE^2}{r},\qquad b=\frac{2e\mu_0\tau}{3kT_L}. \tag{1}$$

At weak field $r$ is close to 1. Replacing $r$ by 1 on the right makes an error of order $E^4$, so $r=1+bE^2+O(E^4)$ and

$$\frac{\mu}{\mu_0}=\frac1r=1-bE^2+O(E^4).$$

Hence $\beta=-b$. The sign is negative because heating lowers the mobility. Solving for the time,

$$\tau=\frac{3kT_L|\beta|}{2e\mu_0}
=\frac{1.5\,(0.025852\ \mathrm V)(10^{-8}\ \mathrm{cm^2/V^2})}{1000\ \mathrm{cm^2/Vs}}
=3.88\times10^{-13}\ \mathrm s .$$

The relaxation time is about **0.39 ps**. At fixed $T_L$ and $\mu_0$, a larger $|\beta|$ means a longer $\tau$: electrons that lose energy slowly become hotter in the same field.

## Part (b)

**Question.** Keep $\tau$ constant and solve (1) at any field. How wrong is $\beta$ if it is read from a single measurement at 1, 3 or 10 kV/cm? What does the model give at very high field?

**Answer.** Multiplying (1) by $r$ gives $r^2-r-bE^2=0$. The root that tends to 1 at zero field is

$$r=\frac{1+\sqrt{1+4bE^2}}2 .$$

A single measurement yields the apparent coefficient $b_{\rm app}=(1-\mu/\mu_0)/E^2$. Since $1-1/r=(r-1)/r$, equation (1) gives

$$b_{\rm app}=\frac{r-1}{rE^2}=\frac{b}{r^2}.$$

| Field (kV/cm) | $T_e$ (K) | $\mu$ (cm²/Vs) | $b_{\rm app}/b$ |
|---|---|---|---|
| 1 | 303.0 | 990 | 0.98 |
| 3 | 324.9 | 923 | 0.85 |
| 10 | 485.4 | 618 | 0.38 |

The time inferred from $b_{\rm app}$ is too short by the same factor: 2% at 1 kV/cm and 15% at 3 kV/cm, relative to the true $\tau$ of the model. Within the model the bias can be removed by using $b=r(r-1)/E^2$ with $r=\mu_0/\mu$.

As a test of the weak-field result, the energy equation was integrated in time from a cold start at 100 V/cm, with the $\tau$ of part (a). The steady mobility gave $-9.998\times10^{-9}\ \mathrm{cm^2/V^2}$. The shortfall of $2\times10^{-4}$ relative to the given $\beta$ is the expected $1-1/r^2\simeq2bE^2$, with $bE^2=10^{-4}$.

When $bE^2\gg1$, $r\simeq\sqrt b\,E$, and the drift velocity tends to

$$v=\frac{\mu_0E}{r}\to\frac{\mu_0}{\sqrt b}=1.0\times10^7\ \mathrm{cm/s}.$$

This limit extrapolates a constant $\tau$ and the law $\mu\propto1/T_e$ far beyond the warm-electron data. It is a property of the model, not a prediction of a device's saturation velocity.

## Part (c)

**Question.** Suppose instead that $\mu=\mu_0(T_e/T_L)^{-s}$ and that $\tau$ is a smooth function of $T_e$. What is inferred from the same data? Show how such a mobility law can arise.

**Answer.** The power balance becomes

$$r-1=\frac{2e\mu_0\tau(T_e)}{3kT_L}E^2r^{-s}.$$

The right side already contains $E^2$, so to this order $r=1$ and $\tau=\tau(T_L)$ may be used there. Thus $r=1+bE^2$, with $b$ formed from $\tau(T_L)$, and

$$\frac{\mu}{\mu_0}=r^{-s}=1-s\,bE^2+O(E^4).$$

A smooth variation of $\tau$ with $T_e$ therefore leaves $\beta$ unchanged, while the exponent divides the inferred time by $s$. The same data give 0.78 ps for $s=1/2$ and 0.26 ps for $s=3/2$.

To find the exponent, let $\tau_m(\varepsilon)$ be the momentum relaxation time at kinetic energy $\varepsilon$. With $z$ along the force, the linearized Boltzmann equation balances driving against relaxation, $eE\,v_zf'=-\delta f/\tau_m$, where $f(\varepsilon)$ is the isotropic part of the distribution and $f'=df/d\varepsilon$. Hence

$$\delta f=-eE\,\tau_mv_zf'. \tag{2}$$

The drift velocity is the average of $v_z$ over $\delta f$. The angular average of $v_z^2$ is $v^2/3=2\varepsilon/(3m)$, and the density of states is proportional to $\varepsilon^{1/2}$, so

$$\mu=\frac{2e}{3m}\,
\frac{\int_0^\infty\tau_m\varepsilon^{3/2}(-f')\,d\varepsilon}{\int_0^\infty\varepsilon^{1/2}f\,d\varepsilon}. \tag{3}$$

Take $\tau_m\propto\varepsilon^{-s}$ with $s<5/2$, $f=e^{-\varepsilon/kT_e}$ and $\varepsilon=kT_ey$. Since $-f'\,d\varepsilon=e^{-y}dy$, the numerator scales as $T_e^{3/2-s}$ and the denominator as $T_e^{3/2}$. Their ratio gives $\mu\propto T_e^{-s}$. A scattering rate that follows the density of states, $1/\tau_m\propto\varepsilon^{1/2}$, has $s=1/2$; the law of part (a) needs $1/\tau_m\propto\varepsilon$.

## Part (d)

**Question.** Return to $s=1$. Let $T_e$ describe the random motion alone, while a time $\tau_{\rm tot}$ relaxes the total energy, including that of the drift. Find $\tau_{\rm tot}$ for an effective mass of 0.2 free-electron masses.

**Answer.** The excess energy is now $\tfrac32k(T_e-T_L)+\tfrac12m\mu^2E^2$. Setting it equal to $e\mu E^2\tau_{\rm tot}$ and solving for the thermal part,

$$\tfrac32k(T_e-T_L)=e\mu E^2\tau_{\rm tot}-\tfrac12m\mu^2E^2 .$$

To order $E^2$ we may put $\mu=\mu_0$ on the right. Then

$$r-1=\frac{2e\mu_0}{3kT_L}\left(\tau_{\rm tot}-\frac{m\mu_0}{2e}\right)E^2 .$$

The bracket takes the place of $\tau$ in part (a), so

$$\tau_{\rm tot}=\tau+\frac{m\mu_0}{2e}
=0.388+\frac{0.114}{2}=0.445\ \mathrm{ps}.$$

The change is 15% of $\tau$. It reflects a different definition of the relaxation time, together with the assumption that the mobility depends on the random temperature alone. The drift can enter the mobility at the same order. For a drifted Maxwellian with $1/\tau_m\propto\varepsilon$, the momentum loss is proportional to $\langle v_z\varepsilon\rangle=v\,(\tfrac52kT_e+\tfrac12mv^2)$, so $\mu\propto1/(T_e+mv^2/5k)$ and $\tau_{\rm tot}=\tau+m\mu_0/(5e)=0.411$ ps. If $T_e$ is instead defined by the total mean energy, and the mobility varies inversely with that $T_e$, the result of part (a) stands.

## Part (e)

**Question.** Remove electron-electron collisions, so that nothing enforces a Maxwellian. Let $\tau_m=A/\varepsilon$, and let the lattice exchange energy in small steps such that the mean energy still relaxes with a constant time $\tau$. Keep only the isotropic part of the distribution and the $\delta f$ of (2), which is called the two-term approximation. Find the new weak-field mobility and the time inferred from $\beta$.

**Answer.** The number of electrons per unit energy is proportional to $\varepsilon^{1/2}f$. The field changes an electron's energy at the rate $eEv_z$. Averaging this over $\delta f$ from (2) gives an upward flux along the energy axis,

$$J_F=-\frac{2e^2E^2\tau_m}{3m}\,\varepsilon^{3/2}f' .$$

For the lattice we take the flux

$$J_L=-\frac{\varepsilon^{3/2}}{\tau}\,(f+kT_Lf').$$

Its first term is an energy loss at the rate $\varepsilon/\tau$. The second is the diffusion needed for $J_L$ to vanish when $f=e^{-\varepsilon/kT_L}$. To check the meaning of $\tau$, note that particle conservation makes the total energy change at the rate $\int J\,d\varepsilon$, after one integration by parts. Using $\int\varepsilon^{3/2}f'd\varepsilon=-\tfrac32\int\varepsilon^{1/2}f\,d\varepsilon$, the lattice contribution per electron is $-(\langle\varepsilon\rangle-\tfrac32kT_L)/\tau$, as required.

At zero field, (3) with $\tau_m=A/\varepsilon$ and $-f'=f/kT_L$ gives $\mu_0=2eA/(3mkT_L)$. Define

$$x=\frac{\varepsilon}{kT_L},\qquad g=\frac{e\mu_0\tau E^2}{kT_L}.$$

In the steady state no electrons enter or leave at the ends of the energy axis, so $J_F+J_L=0$. Dividing by $-\varepsilon^{3/2}/\tau$ gives

$$f+\left(1+\frac gx\right)\frac{df}{dx}=0,
\qquad \frac{d\ln f}{dx}=-\frac{x}{x+g}=-1+\frac{g}{x+g}.$$

Integration gives $f\propto e^{-x}(x+g)^g$. From (3),

$$\frac{\mu}{\mu_0}=\frac{\int x^{1/2}(-df/dx)\,dx}{\int x^{1/2}f\,dx}
=\frac{\tfrac12\int x^{-1/2}f\,dx}{\int x^{1/2}f\,dx}.$$

To first order $f\simeq e^{-x}(1+g\ln x)$. Because $\int x^{q-1}e^{-x}\ln x\,dx=\Gamma'(q)$, and $\tfrac12\Gamma(\tfrac12)=\Gamma(\tfrac32)$,

$$\frac{\mu}{\mu_0}=1+g\,[\psi(\tfrac12)-\psi(\tfrac32)]=1-2g,
\qquad \psi=\frac{\Gamma'}{\Gamma}.$$

The last step uses $\psi(q+1)-\psi(q)=1/q$, which follows from $\Gamma(q+1)=q\Gamma(q)$.

In part (a), $bE^2=2g/3$, so a Maxwellian gives $\mu/\mu_0=1-2g/3$. In the two-term approximation the mobility drop is now three times larger for the same $\tau$, and the given $\beta$ implies $\tau/3=0.13$ ps.

The mean energy does not cause this difference. To first order it is

$$\langle x\rangle=\tfrac32\{1+g[\psi(\tfrac52)-\psi(\tfrac32)]\}=\tfrac32+g,$$

the same as for the Maxwellian. What differs is the shape. The coefficient of diffusion along the energy axis is $2e^2E^2\tau_m\varepsilon/(3m)$ from the field, which is the same at all energies when $\tau_m=A/\varepsilon$, and $kT_L\varepsilon/\tau$ from the lattice. Their ratio, $g/x$, is largest at low energy. There the field flattens the distribution most, and so leaves fewer electrons with the longest momentum times than a Maxwellian of the same mean energy has.

The next term comes from replacing $\ln x$ by $\ln(x+g)$ near $x=0$. With $x=gu$, it adds to the numerator

$$\frac g2\int_0^\infty x^{-1/2}\ln\left(1+\frac gx\right)dx
=\frac{g^{3/2}}2\int_0^\infty u^{-1/2}\ln\left(1+\frac1u\right)du=\pi g^{3/2}.$$

Here $e^{-x}$ was set to 1, because the region $x\sim g$ dominates. Integration by parts turns the $u$ integral into $2\int_0^\infty u^{-1/2}(1+u)^{-1}du=2\pi$. Dividing by $\Gamma(\tfrac32)=\sqrt\pi/2$,

$$\frac{\mu}{\mu_0}\simeq1-2g+2\sqrt\pi\,g^{3/2}.$$

This correction fades slowly as the field falls. At $g=10^{-6}$ the predicted slope $(1-\mu/\mu_0)/g$ is $2-0.0035=1.9965$, and quadrature of the full distribution gives 1.9965. If the data consist of a 1.0% drop at 1 kV/cm, the full distribution gives $\tau=0.15$ ps instead of 0.13 ps. Both times are results of the two-term equations, not of the full Boltzmann equation.

Equation (2) leaves the lattice's energy exchange out of $\delta f$, which requires $\tau$ to be long compared with the momentum time. For the mass of part (d), the inferred 0.13 ps barely exceeds the average momentum time $m\mu_0/e=0.11$ ps. Since $\tau_m=\tfrac32(m\mu_0/e)/x$, the condition fails outright below $x\simeq1.3$, where about half the current is carried. The approximation also needs the velocity gained in one momentum time, $eE\tau_m/m$, to be small compared with the electron's speed. For $\tau_m=A/\varepsilon$ their ratio is

$$\frac{eE\tau_m}{mv}=\frac{3\mu_0E}{2}\sqrt{\frac{m}{2kT_L}}\;x^{-3/2}.$$

It is large at low energy, however weak the field. With the mass of part (d) and a field of 1 kV/cm, it exceeds 1 below $x\simeq0.17$. In the two-term solution those electrons carry about 4% of the current, so an error there can outweigh a mobility drop of 1%. Within the two-term equations a weaker field does not remove this region. At low energy the current per unit $x$ is proportional to $x^{1/2}$, so the share carried below the crossing point varies as $x^{3/2}$ there, that is, as $E$, while the mobility drop varies as $E^2$. That growth of $\tau_m$ is cut off, however, once the lattice term also acts on $\delta f$. Take it as friction and diffusion in velocity, which reproduces $J_L$ and limits the momentum time to about $2\tau$, and keep all angular terms. A numerical solution then has a regular expansion in $E^2$ at weak field. Its slope $(1-\mu/\mu_0)/g$ is 0.64, 1.03, 1.53 and 1.84 when $\tau$ is 3, 30, $10^3$ and $10^5$ times the momentum time at $\varepsilon=kT_L$, so the value 2 is reached only as a very slow limit. Fitted to the given $\mu_0$, $\beta$ and mass, that solution gives a slope of 0.56 and $\tau=0.46$ ps, longer than in part (a), not shorter. The factor of three and the shift to 0.15 ps are therefore properties of the two-term equations and do not apply to these data.

## Part (f)

**Question.** For electron density $n=10^{16}\ \mathrm{cm^{-3}}$, estimate the effects of band nonparabolicity ($\alpha=0.2\ \mathrm{eV^{-1}}$), degeneracy and lattice heating during a pulse. Then compare the model with gallium nitride.

**Answer.** The first two effects change the electron heat capacity, which replaces $3k/2$ in the power balance. With the mobility law held fixed, $\tau$ changes by the same factor.

For the band $\varepsilon(1+\alpha\varepsilon)=\hbar^2k_w^2/2m$, with wave number $k_w$, the density of states is proportional to

$$\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)\simeq\varepsilon^{1/2}(1+\tfrac52\alpha\varepsilon).$$

The Maxwellian averages $\langle x\rangle=\tfrac32$ and $\langle x^2\rangle=\tfrac{15}4$ then give

$$\langle\varepsilon\rangle\simeq kT\left[\tfrac32+\tfrac52\alpha kT\left(\tfrac{15}4-\tfrac94\right)\right].$$

Differentiation gives a heat capacity $\tfrac32k(1+5\alpha kT)$, an increase of 2.6% to first order in $\alpha kT$ (2.55% from the full integral).

For weak degeneracy, expand the Fermi function in the fugacity $\zeta$ as $\zeta e^{-x}-\zeta^2e^{-2x}$. With $N_c$ the effective density of states, the density is $N_c(\zeta-2^{-3/2}\zeta^2)$ and the energy density is $\tfrac32kTN_c(\zeta-2^{-5/2}\zeta^2)$. Their ratio is

$$\langle\varepsilon\rangle\simeq\tfrac32kT\left(1+\frac{n}{2^{5/2}N_c}\right).$$

At constant $n$ the correction inside the bracket varies as $T^{-3/2}$, so the heat capacity is $\tfrac32k[1-n/(2^{7/2}N_c)]$. With $N_c=2.24\times10^{18}\ \mathrm{cm^{-3}}$ the change is $-0.04\%$.

In a pulse of length $t$ with no heat escaping, the lattice warms by $\Delta T=ne\mu_0E^2t/C$, where $C$ is its heat capacity per volume. If the low-field mobility varies as $T^{-p}$, its relative change is $-p\Delta T/T_L$. The measured coefficient therefore acquires the extra term

$$\Delta\beta=-\frac{p\,n e\mu_0t}{CT_L}.$$

For $p=1.5$ and $C=3\ \mathrm{J/(cm^3\,K)}$, this adds 2.7% to $|\beta|$ at the end of a 100 ns pulse and 27% after 1 µs. If it is ignored, the inferred $\tau$ is too long by the same percentages, relative to the true value.

The mass, nonparabolicity and heat capacity used here are rough values for bulk gallium nitride; $\mu_0$, $\beta$ and $p$ are round model data, so the inferred $\tau$ is not a value for that material. If polar optical phonons limit the mobility near room temperature, as in lightly doped material, $p$ is larger than 1.5, and the pulse-heating error grows in proportion to it. The fields up to 10 kV/cm are at most 0.33% of a rough breakdown field of 3 MV/cm. The least secure assumptions concern scattering. At this density, electron-electron collisions may be too slow to enforce the assumed Maxwellian within the time $\tau$. The polar optical phonon energy is roughly 90 meV, over three times $kT_L$, so the small energy steps of part (e) are not a faithful description of this material. Its factor of three illustrates, within the two-term approximation and only for $\tau$ far longer than the momentum time, how the distribution's shape can matter. It is not a correction to apply to gallium nitride. Likewise, $s=1$ has to be established for the sample, since $s=1/2$ would double $\tau$. The lattice of a working device may also be hotter than 300 K: at 400 K, with $\tau$ held fixed and $p=1.5$, $\mu_0$ falls to 650 cm²/Vs. Since $\beta\propto\mu_0\tau/T_L$, it becomes $-4.9\times10^{-9}\ \mathrm{cm^2/V^2}$, about half its 300 K value. Under these assumptions, using the 300 K coefficient there would overstate the warm-electron effect twofold. When polar optical phonons take up the energy, $\tau$ itself also changes with lattice temperature, so the coefficient should be measured or calculated at the working temperature.

The numerical output lists the main input values and results.

## Computed results

```
Given coefficient beta: -1.0e-08 cm2/V2
Given low-field mobility: 1000 cm2/Vs
Lattice temperature: 300 K
Thermal voltage kTL/e: 25.852 mV
Inferred energy relaxation time: 0.3878 ps
beta from time evolution at 100 V/cm: -9.9980e-09 cm2/V2
Field 1 kV/cm: Te 303.0 K, mobility 990.2 cm2/Vs, apparent/true beta 0.9805
Field 3 kV/cm: Te 324.9 K, mobility 923.3 cm2/Vs, apparent/true beta 0.8524
Field 10 kV/cm: Te 485.4 K, mobility 618.0 cm2/Vs, apparent/true beta 0.3820
Model velocity limit: 1.00e+07 cm/s
tau if mobility ~ Te^-0.5: 0.776 ps
tau if mobility ~ Te^-1.5: 0.259 ps
Rough GaN mass ratio: 0.2
Momentum time m*mu0/e: 0.1137 ps
tau for total energy, with drift: 0.4446 ps
Relative drift correction: 14.7 %
Kinetic mobility slope, weak field: 1.9965
tau without e-e collisions, weak field: 0.129 ps
Same, from a 1.0 % drop at 1 kV/cm: 0.149 ps
Rough nonparabolicity: 0.2 1/eV
Nonparabolic heat-capacity change: 2.55 %
Electron density: 1.0e+16 cm^-3
Effective density of states: 2.24e+18 cm^-3
Degeneracy heat-capacity change: -0.039 %
Rough lattice heat capacity: 3.0 J/(cm3 K)
Low-field mobility exponent in T: -1.5
Extra |beta|, end of 100 ns pulse: 2.7 %
Extra |beta|, end of 1 us pulse: 26.7 %
Low-field mobility at 400 K: 650 cm2/Vs
beta at 400 K, same tau: -4.871e-09 cm2/V2
Rough breakdown field: 3 MV/cm
10 kV/cm / breakdown field: 0.33 %
```
